# Taylor–Aris Dispersion of a Gas Pulse Between Inert Parallel Plates: verification in Python

```python
"""Taylor-Aris dispersion between inert parallel plates.

Result under test: at long times the gap-averaged tracer spreads with
    D_eff = D * (1 + Pe**2 / 210),   Pe = U * h / D,
D = molecular diffusivity, U = mean velocity, h = FULL plate separation.
f(eta) = 6 eta (1 - eta) is velocity / U, with eta = y / h from 0 to 1.
g(eta) is the scaled long-time first axial moment: g'' = 1 - f, g' = 0 at
the plates, zero mean. The direct solver uses h and h**2/D as its units.
The example is a cold inlet channel of a CdTe epitaxy reactor (cm, s, Torr).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.fft import dctn
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import erfc, erfcinv


# ---------- symbolic solution of the cross-gap problem ----------
eta, s = sp.symbols("eta s", real=True)
f_sym = 6 * eta * (1 - eta)


def gap_mean(expression):
    return sp.integrate(sp.expand(expression), (eta, 0, 1))


slope_g = sp.integrate((1 - f_sym).subs(eta, s), (s, 0, eta))
g_raw = sp.integrate(sp.expand(slope_g), eta)
g_sym = sp.expand(g_raw - gap_mean(g_raw))
assert slope_g.subs(eta, 1) == 0
shear_coefficient = gap_mean((f_sym - 1) * g_sym)
offset_coefficient = 2 * gap_mean(g_sym**2)
third_coefficient = gap_mean((f_sym - 1) * g_sym**2)
wall_shift_coefficient = g_sym.subs(eta, 0)
assert shear_coefficient == sp.Rational(1, 210)
assert gap_mean(slope_g**2) == shear_coefficient
assert sp.expand(g_sym - eta**2 * (1 - eta)**2 / 2 + sp.Rational(1, 60)) == 0


# ---------- direct solution of the two-dimensional transport equation ----------
def solve_pulse(peclet, half_time, cells=60, points=512, box=110.0):
    """Pulse profiles at half_time and 2*half_time, in the frame moving at U.

    Symmetric loading allows half the gap to be used. Returns x and profiles
    for release uniform across the gap and for release next to both plates.
    """
    edges = np.linspace(0.0, 0.5, cells + 1)
    dy = edges[1] - edges[0]
    velocity = np.diff(3 * edges**2 - 2 * edges**3) / dy
    lap = (np.diag(-2.0 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
           + np.diag(np.ones(cells - 1), -1))
    lap[0, 0] = lap[-1, -1] = -1.0
    lap /= dy**2
    starts = np.zeros((cells, 2), dtype=complex)
    starts[:, 0] = 1.0
    starts[0, 1] = cells
    wave_numbers = 2 * np.pi * np.fft.rfftfreq(points, box / points)
    spectrum = np.zeros((2, 2, len(wave_numbers)), dtype=complex)
    for j, k in enumerate(wave_numbers):
        local = -1j * k * peclet * (velocity - 1.0) - k**2
        step = expm(half_time * (lap + np.diag(local)))
        first = step @ starts
        second = step @ first
        spectrum[0, :, j] = first.mean(axis=0)
        spectrum[1, :, j] = second.mean(axis=0)
    profiles = np.fft.irfft(spectrum, n=points, axis=-1) * points / box
    profiles = np.fft.fftshift(profiles, axes=-1)
    x = (np.arange(points) - points // 2) * box / points
    return x, profiles


def cumulants(x, profile):
    dx = x[1] - x[0]
    mass = np.sum(profile) * dx
    assert abs(mass - 1.0) < 1e-6
    mean = np.sum(x * profile) * dx
    variance = np.sum((x - mean)**2 * profile) * dx
    third = np.sum((x - mean)**3 * profile) * dx
    return mean, variance, third


def gaussian_misfit(x, profile, variance):
    gauss = np.exp(-x**2 / (2 * variance)) / np.sqrt(2 * np.pi * variance)
    return np.max(np.abs(profile - gauss)) / np.max(gauss)


# ---------- example inputs (rough typical values) ----------
gap = 1.0                 # cm
mean_speed = 20.0         # cm/s, gap mean at mid-width
length = 40.0             # cm
diffusivity = 0.4         # cm^2/s, dimethylcadmium in hydrogen
width = 10.0              # cm
temperature = 300.0       # K
pressure_torr = 760.0     # Torr
viscosity = 9.0e-6        # Pa s, hydrogen
precursor_fraction = 1e-4
hot_temperature = 620.0   # K
mass_h2 = 2 * 1.008       # g/mol
mass_precursor = 112.414 + 2 * (12.011 + 3 * 1.008)  # g/mol

pe = mean_speed * gap / diffusivity
factor = 1 + pe**2 / 210
d_eff = diffusivity * factor
transit = length / mean_speed
tau = diffusivity * transit / gap**2

# ---------- derived laws against the direct solution ----------
measured = {}
for test_pe in (10.0, pe):
    x, profiles = solve_pulse(test_pe, tau / 2)
    early = cumulants(x, profiles[0, 0])
    late = cumulants(x, profiles[1, 0])
    predicted = 1 + test_pe**2 / 210
    spreading = (late[1] - early[1]) / tau
    assert abs(spreading / predicted - 1) < 1e-3
    offset = late[1] - 2 * early[1]
    expected_offset = float(offset_coefficient) * test_pe**2
    assert abs(offset / expected_offset - 1) < 0.01
    third_rate = (late[2] - early[2]) / (tau / 2)
    expected_third = 6 * float(third_coefficient) * test_pe**3
    # Cancellation in this integral amplifies the grid error, hence 2 percent.
    assert abs(third_rate / expected_third - 1) < 0.02
    wall_early = cumulants(x, profiles[0, 1])
    wall_late = cumulants(x, profiles[1, 1])
    expected_shift = float(wall_shift_coefficient) * test_pe
    assert abs(wall_late[0] / expected_shift - 1) < 5e-3
    wall_spreading = (wall_late[1] - wall_early[1]) / tau
    assert abs(wall_spreading / predicted - 1) < 2e-3
    misfit_early = gaussian_misfit(x, profiles[0, 0], predicted * tau)
    misfit_late = gaussian_misfit(x, profiles[1, 0], 2 * predicted * tau)
    assert misfit_late < misfit_early and misfit_late < 0.06
    measured[test_pe] = (spreading, predicted)

# The last pass of the loop is the example itself.
direct_sigma = gap * np.sqrt(late[1])
direct_skewness = late[2] / late[1]**1.5
cumulative = np.cumsum(profiles[1, 0]) * (x[1] - x[0])
direct_edge = gap * np.diff(np.interp([0.1, 0.9], cumulative, x))[0]

# ---------- widths and switching time ----------
sigma = np.sqrt(2 * d_eff * transit)
sigma_molecular = np.sqrt(2 * diffusivity * transit)
edge_per_sigma = 2 * np.sqrt(2) * erfcinv(0.2)
assert abs(direct_edge / (edge_per_sigma * sigma) - 1) < 0.05


def rise_time(axial_diffusivity):
    def arrived(t, level):
        argument = (length - mean_speed * t) / np.sqrt(4 * axial_diffusivity * t)
        return 0.5 * erfc(argument) - level
    t10 = brentq(arrived, 0.2 * transit, 3 * transit, args=(0.1,))
    t90 = brentq(arrived, 0.2 * transit, 3 * transit, args=(0.9,))
    return t90 - t10


rise = rise_time(d_eff)
rise_molecular = rise_time(diffusivity)


# ---------- side walls: exact variance from cross-section modes ----------
def mode_spread(velocity, sides, time):
    """Variance at time, and long-time D_eff, for uniform initial loading."""
    power = dctn(velocity, type=2, norm="ortho")**2 / velocity.size
    rates = np.zeros(velocity.shape)
    for axis, side in enumerate(sides):
        shape = [1] * velocity.ndim
        shape[axis] = -1
        index = np.arange(velocity.shape[axis]).reshape(shape)
        rates = rates + diffusivity * (np.pi * index / side)**2
    power, rates = power.ravel()[1:], rates.ravel()[1:]
    memory = power * (time / rates + np.expm1(-rates * time) / rates**2)
    return (2 * diffusivity * time + 2 * memory.sum(),
            diffusivity + np.sum(power / rates))


def duct_shape(e, z):
    """Duct velocity / U; z is distance from mid-width in units of the gap."""
    half = width / (2 * gap)
    total = 6 * e * (1 - e) + 0 * z
    for n in range(1, 100, 2):
        a = n * np.pi
        ratio = (np.exp(a * (np.abs(z) - half)) * (1 + np.exp(-2 * a * np.abs(z)))
                 / (1 + np.exp(-2 * a * half)))
        total = total - 48 / a**3 * ratio * np.sin(a * e)
    return total


e_grid = (np.arange(64) + 0.5) / 64
z_grid = ((np.arange(640) + 0.5) / 640 - 0.5) * width / gap
plate_variance, plate_d = mode_spread(
    mean_speed * 6 * e_grid * (1 - e_grid), (gap,), transit)
assert abs(plate_variance / direct_sigma**2 - 1) < 2e-3
# The duct flow must vanish on the side wall and satisfy the force balance.
assert np.max(np.abs(duct_shape(e_grid, width / (2 * gap)))) < 1e-3
d, e0, z0 = 0.01, 0.4, width / (2 * gap) - 0.5
laplacian = (duct_shape(e0 + d, z0) + duct_shape(e0 - d, z0)
             + duct_shape(e0, z0 + d) + duct_shape(e0, z0 - d)
             - 4 * duct_shape(e0, z0)) / d**2
assert abs(laplacian / -12 - 1) < 1e-2
duct = duct_shape(e_grid[:, None], z_grid[None, :])
duct_variance, duct_d = mode_spread(mean_speed * duct, (gap, width), transit)
assert duct_variance > plate_variance
deficit = 1 - np.mean(duct_shape(e_grid, width / (2 * gap) - 1.0))
visited = 2 * erfc((width / 2 - gap) / np.sqrt(4 * diffusivity * transit))

# ---------- other neglected effects ----------
pressure = pressure_torr * const.torr
density = pressure * mass_h2 * 1e-3 / (const.R * temperature)
nu = viscosity / density * 1e4                       # cm^2/s
reynolds = mean_speed * gap / nu
entry_length = mean_speed * gap**2 / (4 * np.pi**2 * nu)
pressure_drop = (12 * viscosity * mean_speed * 1e-2 * length * 1e-2
                 / (gap * 1e-2)**2 / const.torr)
free_path = (viscosity / pressure
             * np.sqrt(np.pi * const.R * temperature / (2 * mass_h2 * 1e-3)))
knudsen = free_path / (gap * 1e-2)
density_excess = precursor_fraction * (mass_precursor / mass_h2 - 1)
q = np.linspace(-0.5, 0.5, 2001)
cubic = q**3 / 6 - q / 24     # third derivative 1, no slip, no net flow
buoyant_speed = (const.g * 100 * density_excess * gap**2 / nu
                 * np.max(np.abs(cubic)))            # front one gap long
hot_ratio = hot_temperature / temperature
hot_d = diffusivity * hot_ratio**1.75
hot_pe = mean_speed * hot_ratio * gap / hot_d
hot_d_eff = hot_d * (1 + hot_pe**2 / 210)
number_density = pressure / (const.k * temperature) * 1e-6
gas_per_wall = precursor_fraction * number_density * gap / 2

# ---------- printed results ----------
print("Shear coefficient <(f-1)g>:", shear_coefficient)
print("Variance offset coefficient 2<g^2>:", offset_coefficient)
print("Third-order coefficient <(f-1)g^2>:", third_coefficient)
print("Wall-release shift / (h Pe):", wall_shift_coefficient)
for test_pe, (found, law) in measured.items():
    print(f"Pe = {test_pe:.0f}: D_eff/D direct {found:.4f}, formula {law:.4f}")
print(f"Gap h: {gap:.1f} cm; duct width: {width:.1f} cm")
print(f"Mean velocity U: {mean_speed:.1f} cm/s; length: {length:.1f} cm")
print(f"Molecular diffusivity D: {diffusivity:.2f} cm^2/s")
print(f"Temperature: {temperature:.0f} K; pressure: {pressure_torr:.0f} Torr")
print(f"Peclet number: {pe:.1f}")
print(f"Shear term Pe^2/210: {pe**2 / 210:.3f}")
print(f"D_eff: {d_eff:.3f} cm^2/s = {d_eff * 1e-4:.3e} m^2/s")
print(f"Mean residence time: {transit:.2f} s; D t/h^2: {tau:.2f}")
print(f"Symmetric relaxation time: {gap**2/(4*np.pi**2*diffusivity):.4f} s")
print(f"General relaxation time: {gap**2/(np.pi**2*diffusivity):.4f} s")
print(f"Deficit of shear variance h^2/(40 D t): {100/(40*tau):.2f} %")
print(f"Pulse sigma, long-time law: {sigma:.3f} cm")
print(f"Pulse sigma, direct solution: {direct_sigma:.3f} cm")
print(f"Pulse sigma, molecular diffusion only: {sigma_molecular:.3f} cm")
print(f"Skewness, direct solution: {direct_skewness:.4f}")
print(f"Largest misfit to Gaussian, half transit: {100*misfit_early:.2f} % of peak")
print(f"Largest misfit to Gaussian, full transit: {100*misfit_late:.2f} % of peak")
print(f"10-90 % front length, long-time law: {edge_per_sigma*sigma:.2f} cm")
print(f"10-90 % front length, direct solution: {direct_edge:.2f} cm")
print(f"10-90 % switching time at exit, D_eff: {rise:.3f} s")
print(f"10-90 % switching time at exit, D only: {rise_molecular:.3f} s")
print(f"Duct-wide sigma with side walls: {np.sqrt(duct_variance):.3f} cm")
print(f"Duct-wide long-time D_eff: {duct_d:.2f} cm^2/s")
print(f"Speed deficit one gap from side wall: {100*deficit:.2f} %")
print(f"Bound on side-layer visits, mid-width: {100*visited:.2f} %")
print(f"Hydrogen viscosity: {viscosity:.1e} Pa s; kinematic: {nu:.2f} cm^2/s")
print(f"Reynolds number U h/nu: {reynolds:.1f}")
print(f"Flow-development decay length: {entry_length:.2f} cm")
print(f"Pressure drop along channel: {pressure_drop:.1e} Torr")
print(f"Knudsen number: {knudsen:.1e}")
print(f"Precursor mole fraction: {precursor_fraction:.1e}")
print(f"Relative density excess: {100*density_excess:.2f} %")
print(f"Density-driven speed, front one gap long: {buoyant_speed:.3f} cm/s")
print(f"Uniform gas at {hot_temperature:.0f} K, D ~ T^1.75: D = {hot_d:.2f} cm^2/s")
print(f"Same hot gas: Pe = {hot_pe:.1f}, D_eff = {hot_d_eff:.2f} cm^2/s")
print(f"Precursor in gas per wall area: {gas_per_wall:.2e} molecules/cm^2")
print("every check passed")
```

Running it gives:

```
Shear coefficient <(f-1)g>: 1/210
Variance offset coefficient 2<g^2>: 1/4200
Third-order coefficient <(f-1)g^2>: -1/69300
Wall-release shift / (h Pe): -1/60
Pe = 10: D_eff/D direct 1.4762, formula 1.4762
Pe = 50: D_eff/D direct 12.9048, formula 12.9048
Gap h: 1.0 cm; duct width: 10.0 cm
Mean velocity U: 20.0 cm/s; length: 40.0 cm
Molecular diffusivity D: 0.40 cm^2/s
Temperature: 300 K; pressure: 760 Torr
Peclet number: 50.0
Shear term Pe^2/210: 11.905
D_eff: 5.162 cm^2/s = 5.162e-04 m^2/s
Mean residence time: 2.00 s; D t/h^2: 0.80
Symmetric relaxation time: 0.0633 s
General relaxation time: 0.2533 s
Deficit of shear variance h^2/(40 D t): 3.12 %
Pulse sigma, long-time law: 4.544 cm
Pulse sigma, direct solution: 4.478 cm
Pulse sigma, molecular diffusion only: 1.265 cm
Skewness, direct solution: -0.0912
Largest misfit to Gaussian, half transit: 4.59 % of peak
Largest misfit to Gaussian, full transit: 2.82 % of peak
10-90 % front length, long-time law: 11.65 cm
10-90 % front length, direct solution: 11.57 cm
10-90 % switching time at exit, D_eff: 0.584 s
10-90 % switching time at exit, D only: 0.162 s
Duct-wide sigma with side walls: 6.438 cm
Duct-wide long-time D_eff: 29.11 cm^2/s
Speed deficit one gap from side wall: 4.25 %
Bound on side-layer visits, mid-width: 0.31 %
Hydrogen viscosity: 9.0e-06 Pa s; kinematic: 1.10 cm^2/s
Reynolds number U h/nu: 18.2
Flow-development decay length: 0.46 cm
Pressure drop along channel: 6.5e-04 Torr
Knudsen number: 1.2e-05
Precursor mole fraction: 1.0e-04
Relative density excess: 0.70 %
Density-driven speed, front one gap long: 0.050 cm/s
Uniform gas at 620 K, D ~ T^1.75: D = 1.42 cm^2/s
Same hot gas: Pe = 29.0, D_eff = 7.13 cm^2/s
Precursor in gas per wall area: 1.22e+15 molecules/cm^2
every check passed
```
